# Persson's low-load contact area from stress diffusion across roughness magnification

## The decision: which roughness number sets the press force

Two rough wafers pressed together touch over only part of their nominal area, and the press force needed for a given true contact area depends on the roughness. Before anything is computed, one must decide which roughness statistic to feed in, and down to what wavelength. For elastic contact without adhesion, Persson's theory answers that the root-mean-square slope matters, not the height. At low load

$$
\frac{A}{A_0}\simeq\sqrt{\frac{8}{\pi}}\;\frac{p}{E^*g},\qquad p\ll E^*g. \tag{1}
$$

Here $A$ is the true contact area, $A_0$ the nominal area, $p$ the mean pressure on $A_0$, and $E^*$ the effective modulus. The slope $g$ is that of the composite height $h$, the sum of the two surface heights, each measured towards the other body:

$$
g^2=\langle|\nabla h|^2\rangle,\qquad
\frac1{E^*}=\frac{1-\nu_1^2}{E_1}+\frac{1-\nu_2^2}{E_2}.
$$

Both gradient components are included in $g$. For isotropic roughness a line profile gives $\langle(\partial_xh)^2\rangle=g^2/2$, so a profile slope must be multiplied by $\sqrt2$ before use in (1).

The assumptions are small slopes, isotropic Gaussian roughness, linear elastic half-spaces, and no friction or adhesion. One further approximation, the closure below, makes the prefactor in (1) approximate for the elastic problem.

## Stress needed to flatten one wave

Let a body fill $z>0$, with pressure $p_0\cos qx$ on its surface pushing towards positive $z$. Set $a=(1+\nu)p_0/(Eq)$ and consider

$$
\begin{aligned}
u_x&=-a(1-2\nu-qz)e^{-qz}\sin qx,\\
u_z&=a(2-2\nu+qz)e^{-qz}\cos qx.
\end{aligned}
$$

Differentiation gives the dilatation

$$
\theta=\partial_xu_x+\partial_zu_z=-2(1-2\nu)aq\,e^{-qz}\cos qx .
$$

Equilibrium requires $(1-2\nu)\nabla^2\mathbf u+\nabla\theta=0$. The functions $e^{-qz}\sin qx$ and $e^{-qz}\cos qx$ are harmonic, and a factor $z$ in front of either gives a Laplacian of $-2q$ times the function. Hence

$$
\nabla^2u_x=-2aq^2e^{-qz}\sin qx,\qquad
\nabla^2u_z=-2aq^2e^{-qz}\cos qx,
$$

while $\partial_x\theta$ and $\partial_z\theta$ are $+2(1-2\nu)aq^2e^{-qz}$ times the same sine and cosine. Both components of the equilibrium equation vanish.

For the boundary conditions, use the shear modulus $\mu=E/[2(1+\nu)]$, so that $2\mu aq=p_0$. Then

$$
\begin{aligned}
\sigma_{zz}&=2\mu\left[\frac{\nu}{1-2\nu}\theta+\partial_zu_z\right]\\
&=p_0\,[-2\nu-1+2\nu-qz]\,e^{-qz}\cos qx\\
&=-p_0(1+qz)e^{-qz}\cos qx,\\
\sigma_{xz}&=\mu(\partial_zu_x+\partial_xu_z)=-p_0\,qz\,e^{-qz}\sin qx .
\end{aligned}
$$

At $z=0$ the normal stress balances the applied pressure and the shear stress is zero. The field decays with depth, so it is the required solution. Its surface displacement is

$$
u_z(x,0)=\frac{2(1-\nu^2)}{Eq}\,p_0\cos qx .
$$

The two bodies carry the same pressure, so their displacements add to $2p_0\cos qx/(E^*q)$. In full contact this sum must cancel the height variation at every wavevector. With $\sigma$ counted positive in compression,

$$
\sigma(\mathbf q)=\frac{E^*q}{2}\,h(\mathbf q),\qquad \mathbf q\neq0. \tag{2}
$$

The $\mathbf q=0$ part of the stress is the applied pressure $p$. The factor $q$ is why slope enters: a short wave of given height needs more stress to flatten than a long one.

## From roughness to a diffusion equation

Define the height spectrum $C(q)$ by $\langle h^2\rangle=\int C(q)\,d^2q$. Let $q_0$ be the smallest roughness wavevector, and view the surface at magnification $\zeta$, keeping only waves with $q<\zeta q_0$. By (2), the stress variance in full contact is

$$
V(\zeta)=\frac{E^{*2}}4\int_{q<\zeta q_0}q^2C(q)\,d^2q
=\frac{E^{*2}g^2(\zeta)}4, \tag{3}
$$

because the integral is the mean square gradient of the waves kept.

Raise $\zeta$ slightly. The stress at a fixed point changes by an increment $s$ from the new shell of wavevectors. On a Gaussian surface different shells are independent, so $s$ is Gaussian, has zero mean and variance $dV$, and does not depend on the stress already present. If $P(\sigma,V)$ is the stress density, then

$$
P(\sigma,V+dV)=\langle P(\sigma-s,V)\rangle
=P-\langle s\rangle\,\partial_\sigma P+\tfrac12\langle s^2\rangle\,\partial_\sigma^2P+\cdots .
$$

The first moment vanishes, the second is $dV$, the third vanishes, and the fourth is $3\,dV^2$. Dividing by $dV$ and letting it go to zero leaves

$$
\frac{\partial P}{\partial V}=\frac12\frac{\partial^2P}{\partial\sigma^2},
\qquad P(\sigma,0)=\delta(\sigma-p). \tag{4}
$$

The initial condition says that smooth surfaces carry uniform pressure. Variance plays the part of time: stress diffuses as finer roughness is resolved.

For full contact this is exact within the stated elastic model, but it lets $\sigma$ become negative, which means tension. Surfaces without adhesion separate instead. Persson's closure makes two assumptions:

1. Where contact persists, newly resolved roughness changes the stress with the same variance $dV$ as in full contact.
2. A point whose stress has fallen to zero leaves contact and does not return at higher magnification.

The second assumption makes $\sigma=0$ an absorbing wall. A diffusing stress that starts ever closer to the wall is ever more certain to hit it in the next interval of $V$, so the density of survivors vanishes there: $P(0,V)=0$ for $V>0$.

The contact fraction is the surviving probability, $A/A_0=\int_0^\infty P\,d\sigma$. From (4),

$$
\frac{d}{dV}\frac A{A_0}=\frac12\int_0^\infty\partial_\sigma^2P\,d\sigma
=-\frac12\,\partial_\sigma P\big|_{\sigma=0}\le0,
$$

where the sign follows because $P$ is zero at the wall and non-negative beside it. Area is lost, but load is not:

$$
\frac{d}{dV}\int_0^\infty\sigma P\,d\sigma
=\frac12\Big[\sigma\,\partial_\sigma P-P\Big]_0^\infty
=\frac12P(0,V)=0 .
$$

Points leave contact carrying zero stress, so the remaining contact continues to support the whole pressure $p$.

## Solving for the area

Place a negative image source at $-p$. The difference of two spreading Gaussians satisfies (4) and vanishes at the wall by symmetry:

$$
P=\frac1{\sqrt{2\pi V}}
\left[e^{-(\sigma-p)^2/2V}-e^{-(\sigma+p)^2/2V}\right]. \tag{5}
$$

As $V\to0$ the first term becomes the required delta function, while the second is concentrated outside $\sigma>0$. Let $b=p/\sqrt{2V}$, and substitute $t=(\sigma\mp p)/\sqrt{2V}$ in the two terms:

$$
\frac A{A_0}=\frac1{\sqrt\pi}
\left[\int_{-b}^{\infty}e^{-t^2}dt-\int_b^\infty e^{-t^2}dt\right]
=\frac1{\sqrt\pi}\int_{-b}^{b}e^{-t^2}dt=\operatorname{erf}b .
$$

Equation (3) gives $\sqrt{2V}=E^*g/\sqrt2$, hence

$$
\frac A{A_0}=\operatorname{erf}\!\left(\frac{\sqrt2\,p}{E^*g}\right). \tag{6}
$$

**Low load.** Integrating $e^{-t^2}=1-t^2+\cdots$ gives $\operatorname{erf}b=(2/\sqrt\pi)(b-b^3/3+\cdots)$. Therefore

$$
\frac A{A_0}=\sqrt{\frac8\pi}\,\frac p{E^*g}
\left[1-\frac{2p^2}{3E^{*2}g^2}+\cdots\right].
$$

The leading term is (1). The relative correction is $-b^2/3=-p^2/(6V)$, which tells an implementer when the linear law suffices within the theory.

Linearity has a useful consequence. If wafer bow makes the local pressure vary over distances much longer than the roughness, (1) can be applied locally and integrated. With uniform $E^*$ and $g$, the total true area is $\sqrt{8/\pi}\,F/(E^*g)$ for total force $F$, however the pressure is distributed, as long as it is low everywhere.

**Near full contact.** For large $b$, one integration by parts gives

$$
1-\operatorname{erf}b=\frac2{\sqrt\pi}\int_b^\infty e^{-t^2}dt
\simeq\frac{e^{-b^2}}{b\sqrt\pi}
=\frac{E^*g}{\sqrt{2\pi}\,p}\,e^{-2p^2/(E^*g)^2}.
$$

In the theory the gaps then disappear faster than exponentially with pressure. A linear law would run past 100 % contact, so code that covers all loads needs a saturating form such as (6), whose accuracy is tested below at three loads.

## Why area grows in proportion to load

The two terms of (5) combine into

$$
P=\sqrt{\frac2{\pi V}}\;e^{-(\sigma^2+p^2)/2V}\sinh\frac{\sigma p}{V}.
$$

For $p\ll\sqrt V$ and $\sigma p\ll V$, replace the hyperbolic sine by its argument and $e^{-p^2/2V}$ by one. Dividing by the low-load area $\sqrt{2/(\pi V)}\,p$ gives the stress density within the contact:

$$
P_c(\sigma)=\frac\sigma V\,e^{-\sigma^2/2V}. \tag{7}
$$

The load has cancelled. In this limit a larger force enlarges the contact without changing the distribution of stress within it. Points already touching are still squeezed harder, but new contact at low stress keeps the overall distribution the same. The mean stress is

$$
\bar\sigma_c=\int_0^\infty\frac{\sigma^2}{V}e^{-\sigma^2/2V}d\sigma
=\sqrt{\frac{\pi V}2}=\sqrt{\frac\pi8}\,E^*g,
$$

and $p=\bar\sigma_cA/A_0$ returns (1). The share of the contact above a stress $S$ is

$$
\int_S^\infty P_c\,d\sigma=e^{-S^2/2V}, \tag{8}
$$

which gives a rough estimate of yielding. It inherits the error of the closure: in the direct elastic solution below, the mean contact stress is about 1.0 GPa rather than 1.44 GPa, and on one surface (8) overstates the share above 2 to 3 GPa about threefold. Very small shares should not be read as accurate numbers.

## Computing the slope and choosing the cutoff

Take a self-affine spectrum $C\propto q^{-2-2H}$ with $0<H<1$, between $q_0$ and $q_1=\zeta q_0$. Write $k=q/q_0$; the area element contributes a factor $k\,dk$. The ratio of mean square slope to mean square height is then

$$
\begin{aligned}
\frac{g^2}{h_{\rm rms}^2}
&=q_0^2\,\frac{\int_1^\zeta k^{1-2H}dk}{\int_1^\zeta k^{-1-2H}dk}\\
&=q_0^2\,\frac{H}{1-H}\,
\frac{\zeta^{2-2H}-1}{1-\zeta^{-2H}}. 
\end{aligned}\tag{9}
$$

For large $\zeta$, at fixed $h_{\rm rms}$ and $q_0$, $g$ grows as $\zeta^{1-H}$, and the predicted area falls as $\zeta^{-(1-H)}$. A contact area therefore needs a stated short-wave cutoff. The rms height alone does not supply it, and a microscope scan whose tip or pixel size hides short waves gives too small a slope.

## Worked example: oxide seal frames at 50 MPa

Two wafers carry unpolished deposited-oxide seal frames. The parameters are rough typical values: Young modulus 72 GPa, Poisson ratio 0.17, and independent roughness of 3.0 nm on each wafer. Wavelengths run from 1000 to 125 nm, with $H=0.8$. The effective modulus and composite height are

$$
E^*=\frac{72}{2(1-0.17^2)}=37.07\ \text{GPa},\qquad
h_{\rm rms}=\sqrt2\times3.0=4.24\ \text{nm}.
$$

With $\zeta=8$, $q_0h_{\rm rms}=2\pi\times4.24/1000=0.0267$, and (9) gives

$$
g=0.0267\sqrt{4\times\frac{8^{0.4}-1}{1-8^{-1.6}}}=0.0618.
$$

Thus $\sqrt V=E^*g/2=1.146$ GPa. At $p=50$ MPa the dimensionless load is $p/(E^*g)=0.0218$, and

$$
\frac A{A_0}=1.596\times0.0218=3.48\,\% .
$$

The linear law exceeds the error function by a relative $3.2\times10^{-4}$, so the expansion costs nothing here. The mean stress in the contact is $50\ \text{MPa}/0.0348=1.44$ GPa. If the frames cover 3 % of a 200 mm wafer, the press must supply 47.1 kN.

## Size of the closure error

The closure can be judged by solving the elastic contact problem directly. A boundary-element calculation used the response (2) on a periodic square of side 2000 nm. It required non-negative pressure, non-negative gap, and zero pressure wherever the gap was open. Constrained conjugate gradients found the pressure on a grid of 7.81 nm pixels. A second solution on every other grid point allowed extrapolation to zero pixel size, assuming an area error proportional to the pixel. This assumption is approximate, but at 50 MPa the extrapolation only lowered the mean area from 5.10 to 4.90 %, less than the spread between surfaces given below. Halving the pixel again moves the extrapolated area of a single surface by about 0.1 percentage point, and one surface in a cell twice as wide gave 4.8 %, so the last digit of the values below is not converged.

Three random-phase surfaces were used, with the example's wavelength band and each scaled to $g=0.0618$. Their mean contact fractions, extrapolated in this way, were:

| Pressure | Solver area | Solver prefactor |
|---|---:|---:|
| 50 MPa | 4.90 % | 2.25 |
| 100 MPa | 9.68 % | 2.22 |

The prefactor is $(A/A_0)E^*g/p$, to be compared with 1.596. At 50 MPa the three surfaces ranged from 4.63 to 5.20 %. Doubling the load multiplied the mean area by 1.97, so near-proportionality survives. The solver area, however, is 1.41 times the theoretical one. The calculation does not show how much of this difference comes from each of the two closure assumptions.

Changing the Hurst exponent to 0.3, with band, slope and pressure held fixed, gave 4.77 %. The mean rms height of the surfaces fell from 4.65 to 3.22 nm, yet the area changed by less than the spread between surfaces. This supports slope as the main input, although each of the three surfaces lost some area (0.03 to 0.3 percentage points), so a weak dependence on the spectrum is not excluded. (The 4.65 nm differs from 4.24 nm because the small periodic cell replaces the continuous spectrum by discrete waves, while the slope is held fixed.)

At 1.72 GPa, or $1.5\sqrt V$, one surface gave 88.7 % and the other two about 91 %, against 86.6 % from (6). Relative to the theoretical area, the difference is 2 to 5 % there, against 41 % at 50 MPa, though in percentage points it is larger. For surfaces like these at low load, an implementer may replace 1.596 by about 2.2. Three small cells with an eightfold wavelength range do not fix that value closely even for this spectrum, and do not establish it for others.

## What the real bond changes

**Finer roughness.** Extending the same spectrum to 10 nm, with $h_{\rm rms}$ held at 4.24 nm, raises $g$ to 0.123. The area from (6) falls to 1.75 %, half the earlier value. This change is larger than the closure error found above for the 125 nm cutoff.

**Yielding.** Take a rough oxide hardness of 9 GPa as the stress limit. Equation (8) puts a share $4\times10^{-14}$ of the contact above it for the 125 nm cutoff, and $4\times10^{-4}$ for 10 nm. On this estimate yielding is a small correction for these two cutoffs. The share grows rapidly as still shorter waves are included, so the conclusion does not extend to roughness approaching atomic wavelengths. Creep during a heated bond is outside the model.

**Adhesion.** Suppose the work of adhesion is $w=0.10$ J/m² and the attraction across a gap $d$ is $(w/\Delta)e^{-d/\Delta}$, with $\Delta=0.3$ nm. Its integral over $d$ is $w$. Summed over the open gaps of the boundary-element solutions, it amounts to 0.14 of the applied load at 50 MPa and 0.12 at 100 MPa. If it simply added to the load, the area at 50 MPa would rise by about 14 %. This understates the effect, because the same law gives an attraction $w/\Delta=0.33$ GPa at zero gap, so touching points can carry net tension. A self-consistent solution for one surface on the 7.81 nm grid raises its area from 5.35 to 7.5 %, about 40 %, while the pull over the open gaps stays near 0.15 of the load. The pixels are coarse compared with the contact edges, and the open-gap sum grows by 3 to 5 % when they are halved. Adhesion here is thus a correction about as large as the closure error.

The elastic energy of full contact, $\tfrac12\langle\sigma h\rangle$ per unit area, is 2.23 J/m² for the simulated surfaces (2.07 J/m² for the continuous spectrum of the example). It far exceeds $w$, so adhesion cannot pay for complete closure. At fixed spectral shape this energy scales as $h_{\rm rms}^2$. Reducing the roughness sixfold, to about 0.5 nm per wafer, would lower it to $2.23/36=0.06$ J/m², below $w$. Full contact would then have lower energy than separation even without applied pressure, although a state with some gaps left open may have lower energy still. Polished wafers prepared for direct bonding may be in this regime, depending on the lateral wavelengths of their roughness as well as its height. Where they are, (1) should not be used.

**Layering and steepness.** For an oxide 1000 nm thick, the depth factor $(1+qz)e^{-qz}$ shows that 1.4 % of the stress amplitude of the longest roughness wave would remain at that depth in bulk oxide, and shorter waves decay faster. With stiffer silicon underneath the value is 1.6 to 1.7 %, and the surface compliance changes by about 0.01 % for this wave and about 2 % for a wave twice as long. Partial contact also produces pressure variations longer than any roughness wave, and these reach deeper. Treating the oxide as a half-space is therefore a reasonable approximation for the roughness itself, but not exact. The small-slope approximation also neglects the strain of the surface. The displacement $u_x$ found above gives a lateral surface strain of magnitude $(1-2\nu)(1+\nu)\sigma/E$, which is 1.5 % at a contact stress of 1.44 GPa, so corrections of this order may be expected.

The example thus describes the initial elastic contact of a rough, unpolished oxide under a high frame pressure. It does not give the final bonded area, which also depends on surface chemistry and heat treatment. For the press calculation, the cutoff should be reported with $g$, and the area quoted as a range covering both the cutoff and the prefactor.
